\section*{The von Weizsäcker lower bound on the positive kinetic-energy density, part 2}

A meta-GGA functional can be given the electron density $n$, its gradient and the positive kinetic-energy density $\tau$ at each point. The density restricts $\tau$ from below. Lengths are in nm and energies in eV. For orbitals $\phi_i$ with occupations $f_i\ge0$ (a spin pair has $f_i=2$),
\begin{equation}
n=\sum_i f_i|\phi_i|^2,\qquad \tau=K\sum_i f_i|\nabla\phi_i|^2,\qquad K=\frac{\hbar^2}{2m}=0.03810\ \mathrm{eV\,nm^2}.
\end{equation}
The real and imaginary parts of all $\sqrt{f_i}\,\phi_i$ form one list of real functions $u_a$, with $n=\sum_a u_a^2$ and $\tau=K\sum_a|\nabla u_a|^2$. Wherever $n>0$,
\begin{equation}
\boxed{\;\tau\ \ge\ \tau_W\equiv\frac{\hbar^2|\nabla n|^2}{8mn}\;} \label{bound}
\end{equation}
Here $\tau_W=K|\nabla n|^2/(4n)$ is the von Weizs\"acker kinetic-energy density. The excess is
\begin{equation}
\tau-\tau_W=\frac{\hbar^2}{2mn}\sum_{a<b}|u_a\nabla u_b-u_b\nabla u_a|^2 . \label{pairs}
\end{equation}
A pair contributes when its functions have different relative slopes. One real orbital $\phi$ with occupation $f$ gives $\tau=\tau_W$. At its node $\tau_W$ is defined by its limit, $Kf|\nabla\phi|^2$, which is in general not zero.

The closing list of numbers also checks three other results. With $u_a=\sqrt n\,e_a$, the unit-vector identity is
\begin{equation}
\tau=\tau_W+\frac{\hbar^2}{2m}\,n\sum_a|\nabla e_a|^2 . \label{dir}
\end{equation}
It and the pair identity were tested with three complex orbitals at 40 random points. For a single complex orbital with particle current density $\mathbf j$ and no magnetic field, $\tau-\tau_W=m|\mathbf j|^2/(2n)$. The Laplacian form, which can fall below $\tau_W$, is
\begin{equation}
\tau_L=\tau-\frac K2\nabla^2n=\tau-\frac{\hbar^2}{4m}\nabla^2 n. \label{lap}
\end{equation}

The examples in that list each have one electron in a normalized orbital, with $L=0.10$ nm. The vortex orbital is proportional to $(x+\mathrm i y)e^{-r^2/(2L^2)}$ and the real p orbital to $x\,e^{-r^2/(2L^2)}$, both taken at $x=0.050$ nm, $y=z=0$. The s Gaussian is proportional to $e^{-r^2/(2L^2)}$, taken at $r=0.20$ nm.

Q. How does a meta-GGA make use of the inequality?

A. It can turn the excess into a dimensionless number by comparing it with a uniform electron gas. For an unpolarized gas, fill all plane waves up to the wave number $k_F$, two electrons in each. A volume $d^3k$ contains $d^3k/(2\pi)^3$ states per unit volume, so
\begin{align}
n&=\frac{2}{(2\pi)^3}\int_0^{k_F}4\pi k^2\,dk=\frac{k_F^3}{3\pi^2},\\
\tau_{\rm unif}&=\frac{2}{(2\pi)^3}\int_0^{k_F}Kk^2\,4\pi k^2\,dk=\frac{Kk_F^5}{5\pi^2}=\frac35Kk_F^2n .
\end{align}
The last step replaces $k_F^3/\pi^2$ by $3n$. With $k_F=(3\pi^2n)^{1/3}$,
\begin{equation}
\tau_{\rm unif}=\frac35K(3\pi^2)^{2/3}n^{5/3},\qquad
\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}}\ge0. \label{alpha}
\end{equation}
One real orbital gives $\alpha=0$. The uniform gas has $\nabla n=0$, hence $\tau_W=0$ and $\alpha=1$. An explicit sum over plane waves in a box, at $n=226.16\ \mathrm{nm^{-3}}$, gave $\alpha=1.00001$. The functional SCAN takes $\alpha$ as an input, and r$^2$SCAN takes a slightly regularized form of it.

Q. Does $\alpha=0$ tell the functional that there is a single electron?

A. No. A spin pair in one real orbital also gives $\tau=\tau_W$. And $\alpha=1$ at a point does not prove that the density is uniform. It says that the excess there has the size it would have in a uniform gas of the same density.

Q. Now a real molecule, please.

A. Take water, with the rounded geometry O--H $=0.096$ nm and an angle of $104.5^\circ$. The orbitals come from r$^2$SCAN in the def2-TZVP basis. The oxygen nucleus is the origin, the molecule lies in the plane $x=0$, and the hydrogens are on the side $z>0$. The values of $\tau$ and $\tau_W$ are in $\mathrm{eV/nm^3}$:

\begin{center}
\begin{tabular}{lrrrr}
Point & $\tau$ & $\tau_W$ & $\tau_W/\tau$ & $\alpha$\\
O core & $5.46\times10^8$ & $5.30\times10^8$ & 0.97 & 0.015\\
O--H midpoint & 111\,074 & 25\,337 & 0.23 & 0.43\\
beyond H & 19\,965 & 18\,784 & 0.94 & 0.12\\
behind O & 67\,527 & 46\,462 & 0.69 & 0.33\\
above O & 68\,365 & 45\,589 & 0.67 & 0.33
\end{tabular}
\end{center}

The core point is 0.004 nm from the oxygen nucleus. The point beyond H lies on the bond line, 0.03 nm past the hydrogen. The last two are 0.06 nm from oxygen, one in the molecular plane on the side away from the hydrogens, the other perpendicular to the plane. The later digits belong to this basis. In the larger def2-QZVPP basis $\tau_W$ is 9\% lower at the O--H midpoint, and both $\tau$ and $\tau_W$ are 10\% lower beyond H. The other energy densities change by about 1\% or less, and $\alpha$ changes by less than 3\% at all five points. The ratio $\tau_W/\tau$ at the midpoint drops from 0.23 to 0.21, and $n$ moves by $+1.5\%$ there and by $-3.6\%$ beyond H. In the numerical output the columns of the core line run together. They read $n=629485.1$, $|\nabla n|=187237760.3$, $\tau=546093904.59$ and $\tau_W=530474318.18$.

Q. Work one of these out for me.

A. At the O--H midpoint $n=3784.0\ \mathrm{nm^{-3}}$ and $|\nabla n|=100\,328\ \mathrm{nm^{-4}}$. Therefore
\begin{equation}
\tau_W=\frac{0.03810\times(100\,328)^2}{4\times3784.0}\approx2.534\times10^4\ \mathrm{eV/nm^3}.
\end{equation}
The gas value follows from \eqref{alpha} with $(3\pi^2)^{2/3}=9.571$ and $n^{5/3}=9.189\times10^5\ \mathrm{nm^{-5}}$:
\begin{equation}
\tau_{\rm unif}=0.6\times0.03810\times9.571\times9.189\times10^5\approx2.010\times10^5\ \mathrm{eV/nm^3}.
\end{equation}
The excess is $111\,074-25\,337=85\,737\ \mathrm{eV/nm^3}$, and division gives $\alpha\approx0.427$.

Q. Five points are few. Does the bound hold elsewhere in the molecule?

A. It was tested at 32\,922 points of the integration grid. The smallest value of $(\tau-\tau_W)/\tau$ was $1.9\times10^{-8}$, so the bound is not crossed. That smallest value occurs 0.66 nm from the oxygen, where $n$ is only about $10^{-11}\ \mathrm{nm^{-3}}$ and the orbitals are set by the tails of the Gaussian basis. Where $n>0.7\ \mathrm{nm^{-3}}$ the smallest value is about $0.008$, next to the oxygen nucleus. Integrating both sides gives the global form $T_s\ge T_W$. Here $T_s=2072.4$ eV, and the kinetic-energy matrix of the same orbitals gives the same figure. The von Weizs\"acker integral is $T_W=1565.6$ eV, or 76\% of $T_s$. In def2-QZVPP $T_s$ and $T_W$ are lower by about 0.2 and 0.4 eV, and the ratio stays at 76\%. Here $T_s$ is the kinetic energy of the Kohn-Sham orbitals, not of the interacting electrons, and $T_W$ is computed from their density alone.

Q. Why is $\tau_W/\tau$ so low in the middle of the bond? I expected a bond to look like one orbital holding two electrons.

A. Two causes can be read from the numbers. First, the density is less steep there relative to its size. The ratio $|\nabla n|/n$ is $26.5\ \mathrm{nm^{-1}}$ at the midpoint and $50.6\ \mathrm{nm^{-1}}$ behind the oxygen. Per electron, $\tau_W/n=\tfrac14K(|\nabla n|/n)^2$ is then 6.7 eV against 24.3 eV, while $\tau/n$ changes much less, from 29.4 to 35.4 eV. In def2-QZVPP the 6.7 eV becomes about 6.0 eV, which widens the contrast.

The second cause is an orbital that has no density at that point.

Q. How can an orbital matter where it is zero?

A. Through its slope. The highest occupied orbital of water, the HOMO, has the molecular plane as its node. Suppose that a real orbital $\phi_h$ vanishes at a point. It adds $f_h\phi_h^2=0$ to $n$ and $2f_h\phi_h\nabla\phi_h=0$ to $\nabla n$, so $\tau_W$ does not change. But it adds
\begin{equation}
Kf_h|\nabla\phi_h|^2
\end{equation}
to $\tau$, and all of this goes into the excess.

At the O--H midpoint this term is $48\,434\ \mathrm{eV/nm^3}$. Removing the HOMO from the sums, with the other orbitals held fixed, lowers the excess from $85\,738$ to $37\,304\ \mathrm{eV/nm^3}$, which is the same difference. The HOMO supplies 56\% of the excess there. Without it $\alpha$ would be $37\,304/(2.010\times10^5)\approx0.19$ instead of 0.43.

This effect is not special to the bond. The point behind the oxygen lies in the same nodal plane, and there the HOMO supplies 64\% of the excess. But it makes up only 20\% of $\tau$ there, against 44\% at the midpoint. Without the HOMO, $\tau_W/\tau$ would be 0.40 at the midpoint and 0.86 behind the oxygen, so the HOMO explains only part of the difference between the two points.

Q. Yet this HOMO is one real orbital. Taken alone it should give equality, even beside its node.

A. It does. Take the density of its two electrons alone, at 0.001 nm above the O--H midpoint. Near the node the orbital is linear in the distance $x$, so its density should be
\begin{equation}
n_h\approx f_h|\nabla\phi_h|^2x^2=\frac{48\,434}{0.03810}\times10^{-6}\approx1.27\ \mathrm{nm^{-3}},
\end{equation}
and the computed value is 1.270. With $\nabla n_h$ found by finite differences, $\tau$ and $\tau_W$ both round to $48\,381\ \mathrm{eV/nm^3}$. At 0.050 nm both round to $13\,071\ \mathrm{eV/nm^3}$. The density nearly vanishes at the first point, while $\tau_W$ approaches the finite limit found earlier. The excess in the full molecule therefore arises from combining orbitals of different shape.

Q. And the core and the point beyond H, where the ratio is close to one?

A. A ratio near one means that the relative slopes of the orbitals differ little compared with their size, when each orbital is weighted by its density. They need not be equal. Beyond H three orbitals supply the density, and the lengths of their relative slopes differ by up to about a third. At the core point the oxygen 1s orbital dominates: it supplies 96\% of $n$ and 92\% of $\tau$.

Q. How far should I trust $\alpha=0.43$ for a real water molecule?

A. To about two digits, with an uncertain second one. The geometry is close to that of a free water molecule. The table gives $\alpha$ when one setting is changed at a time:

\begin{center}
\begin{tabular}{lrr}
Calculation & O--H midpoint & behind O\\
r$^2$SCAN/def2-TZVP & 0.4265 & 0.3279\\
PBE/def2-TZVP & 0.4260 & 0.3285\\
r$^2$SCAN/def2-TZVPPD & 0.4239 & 0.3269\\
both O--H bonds $+0.007$ nm & 0.4172 & 0.3347
\end{tabular}
\end{center}

The last three rows also use a coarser integration grid for the functional. The stretch is a rough zero-point amplitude, applied at fixed angle, and the midpoint moves with the bond. It changes $\alpha$ by about 2\%, more than the change of functional or basis does.

Q. Real electrons are correlated. What happens to orbitals and integer occupations then?

A. The one-body density matrix can be diagonalized. Its eigenfunctions, the natural orbitals, have occupations between 0 and 2, and they give $n$ and $\tau$ by the same sums. The proof asked for $f_i\ge0$ and never for integers. In the def2-SVP basis, CISD gave 24 fractionally occupied natural orbitals, and the bound was tested on the molecular grid without a violation. Compared with Hartree-Fock in the same basis and geometry, $\alpha$ rises from 0.432 to 0.457 at the midpoint and from 0.300 to 0.318 behind the oxygen, about 6\% in each case. The size depends on the basis: in def2-TZVP the rises are about 5\% and 8\%. This is a property of the interacting density matrix, and the Kohn-Sham $\alpha$ is not meant to contain it. Relativity and the remaining basis and correlation errors are left out.

Q. If the proof is so general, could a calculation for a solid ever report a negative $\alpha$?

A. Yes, if it breaks an assumption. Complex Bloch orbitals are harmless, since points of the Brillouin zone enter as further orbitals with positive weights. Two other practices are not harmless.

The first is to build $n$ and $\tau$ from different electrons. With a pseudopotential, a core density $n_c$ may be added to the valence density $n_v$ while $\tau$ keeps its valence part $\tau_v$ alone. At a point where all valence orbitals have zero gradient, $\tau_v=0$ and $\nabla n_v=0$, but
\begin{equation}
\tau_W=\frac{K|\nabla n_c|^2}{4(n_v+n_c)}>0
\end{equation}
if the core density has a slope there. The bound fails. Adding $K|\nabla n_c|^2/(4n_c)$ to $\tau_v$ restores it, because this treats $\sqrt{n_c}$ as one more real function in the list.

The second is a smearing scheme that allows negative occupations, such as Methfessel-Paxton smearing of first or higher order. Let $\phi_1$ have $f_1>0$ and zero gradient at a point where it is not zero, and let $\phi_2$ have $f_2<0$ and a node there with nonzero slope. Then $n>0$ and $\tau_W=0$, but $\tau=Kf_2|\nabla\phi_2|^2<0$.

The water example does neither, so it gives no size for these violations in a solid. A negative $\alpha$ beyond rounding error is a reason to ask whether $n$, $\nabla n$ and $\tau$ came from the same orbitals with non-negative occupations.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/(2m) = 0.038100 eV nm^2
complex orbitals, 40 points: pair identity error/tau 1.9e-08
  unit-vector identity error/tau 2.6e-08
Gaussian width 0.10 nm, point at x = 0.050 nm
vortex orbital: n = 34.966 nm^-3, tau = 832.6156,
  tau_W = 299.7416, m j^2/(2n) = 532.8740 eV/nm^3
real p orbital: tau = 599.4832, tau_W = 599.4832 eV/nm^3
s Gaussian at 0.20 nm: tau = 50.1280, tau_W = 50.1280,
  Laplacian form = -12.5320 eV/nm^3
plane waves in a box: n = 226.16 nm^-3, alpha = 1.00001
H2O, r2SCAN/def2-TZVP, O-H 0.096 nm, angle 104.5 deg
positions x, y, z in nm:
  O core          0.0000   0.0000  -0.0040
  O-H midpoint    0.0000   0.0380   0.0294
  beyond H        0.0000   0.0996   0.0771
  behind O        0.0000   0.0000  -0.0600
  above O         0.0600   0.0000   0.0000
n in nm^-3, |grad n| in nm^-4, tau and tau_W in eV/nm^3:
  point             n   |grad n|       tau     tau_W  tau_W/tau  alpha
  O core        629485.1187237760.3546093904.59530474318.18  0.9714   0.0154
  O-H midpoint    3784.0   100327.6  111074.49   25336.67  0.2281   0.4265
  beyond H         623.2    35056.3   19964.68   18784.21  0.9409   0.1187
  behind O        1908.5    96484.9   67526.90   46461.64  0.6880   0.3279
  above O         1997.7    97783.9   68365.03   45589.08  0.6668   0.3285
grid points tested: 32922, smallest (tau-tau_W)/tau 1.93e-08
integrals: T_s = 2072.40 eV (matrix 2072.40), T_W = 1565.59 eV, T_W/T_s = 0.7554
HOMO alone, 0.001 nm above O-H midpoint: n = 1.270e+00 nm^-3,
  tau = 48380.8587, tau_W = 48380.8412 eV/nm^3
HOMO alone, 0.050 nm above O-H midpoint: n = 5.632e+02 nm^-3,
  tau = 13070.9356, tau_W = 13070.9348 eV/nm^3
O-H midpoint: tau-tau_W = 85737.818, without HOMO 37304.194,
  HOMO kinetic term 48433.623 eV/nm^3, share of the gap 0.565
alpha at O-H midpoint and behind O:
  r2SCAN/def2-TZVP                       0.4265   0.3279
  PBE/def2-TZVP                          0.4260   0.3285
  r2SCAN/def2-TZVPPD                     0.4239   0.3269
  r2SCAN/def2-TZVP, O-H +0.007 nm        0.4172   0.3347
  Hartree-Fock/def2-SVP                  0.4324   0.2997
  CISD/def2-SVP                          0.4567   0.3183
CISD natural orbitals with fractional occupation: 24
\end{verbatim}
